# Mean-Field Divergence of the Soret Coefficient in a Critical Regular Solution

## Result and conventions

Let $x$ be the atomic fraction of B in a binary regular solution of A and B, with mixing energy $\Omega x(1-x)$ per atom and $\Omega>0$. Its critical point lies at $x=1/2$ and $T_c=\Omega/(2k)$, where $k$ is Boltzmann's constant. At this composition, for every $T>T_c$, mean-field theory gives

$$
S_T=\frac{D_T}{D}=\frac{D_T}{D_0}\,\frac{T}{T-T_c}. \tag{1}
$$

Here $D$ is the interdiffusion coefficient, $D_T$ the thermal diffusion coefficient and $D_0$ the kinetic diffusivity, which is the value $D$ would have at the same mobility if the solution were ideal. They are defined through the flux of B per lattice site,

$$
J=-\left[D\nabla x+x(1-x)D_T\nabla T\right]. \tag{2}
$$

A positive $S_T$ means that B collects at the cold end. If $D_T$ and $D_0$ both approach finite, nonzero values at $T_c$, then on cooling

$$
S_T\simeq\frac{D_T(T_c)}{D_0(T_c)}\,\frac{T_c}{T-T_c}. \tag{3}
$$

The Soret coefficient diverges with exponent one, and its sign is that of $D_T$. A finite $D_T$ is not sufficient by itself. If $D_T$ vanished as $(T-T_c)^p$ with $D_0$ regular, equation (1) would give $S_T\propto(T-T_c)^{p-1}$, and for $p\ge1$ there would be no divergence.

Both derivations below assume one phase, equal atomic volumes, a fixed number of lattice sites and no convection. Stress and composition fluctuations are left out at first and sized later.

## First derivation: thermodynamic forces

With random mixing, the free energy per atom is

$$
g=kT\left[x\ln x+(1-x)\ln(1-x)\right]+\Omega x(1-x). \tag{4}
$$

Terms linear in $x$ are omitted because they do not affect the curvature. The first derivative is the exchange potential, the free energy gained when an A atom is replaced by a B atom:

$$
\mu=\frac{\partial g}{\partial x}=kT\ln\frac{x}{1-x}+\Omega(1-2x).
$$

Since $d\ln[x/(1-x)]/dx=1/x+1/(1-x)=1/[x(1-x)]$, a second derivative gives

$$
g''=\frac{kT}{x(1-x)}-2\Omega. \tag{5}
$$

A uniform solution is stable against small composition changes when $g''>0$. The limit $g''=0$ lies at $kT=2\Omega x(1-x)$. This temperature is highest at $x=1/2$, where it equals $\Omega/(2k)=T_c$. Substituting $\Omega=2kT_c$ at $x=1/2$,

$$
g''=4kT-4kT_c=4k(T-T_c). \tag{6}
$$

Near equilibrium the flux is linear in the two driving forces:

$$
J=-M\left[(\nabla\mu)_T+\frac{Q^*}{T}\nabla T\right]. \tag{7}
$$

The subscript means that $\mu$ is differentiated through the composition alone, so $(\nabla\mu)_T=g''\nabla x$. The heat of transport $Q^*$ is defined by (7) and carries the whole direct effect of the temperature gradient. For an ideal solution $g''=kT/[x(1-x)]$, and $D$ must then equal $D_0$. This fixes the mobility as

$$
M=\frac{x(1-x)D_0}{kT}.
$$

Inserting $M$ into (7) gives

$$
J=-D_0\frac{x(1-x)g''}{kT}\nabla x-x(1-x)\frac{D_0Q^*}{kT^2}\nabla T.
$$

Comparison with (2), term by term, yields

$$
D=D_0\Phi,\qquad \Phi=\frac{x(1-x)g''}{kT}=1-4x(1-x)\frac{T_c}{T},\qquad D_T=\frac{D_0Q^*}{kT^2}. \tag{8}
$$

The curvature multiplies the composition gradient and is absent from the thermal term. At $x=1/2$, $\Phi=(T-T_c)/T$. Dividing $D_T$ by $D$ gives (1), or equivalently

$$
S_T=\frac{Q^*}{kT(T-T_c)}. \tag{9}
$$

In a closed sample the steady flux is zero, so (2) gives $\nabla x=-x(1-x)S_T\nabla T$. The thermal drive stays finite, while the thermodynamic force that opposes a given composition gradient vanishes at $T_c$. A larger composition gradient is then needed to balance the same drive.

## Second derivation: atomic exchanges

The same result follows from counting jumps, without a free energy or a linear force law. Consider neighbouring atomic planes 1 and 2, a distance $b$ apart along $z$. A B atom on plane 1 may exchange with an A atom on plane 2, and the reverse exchange may also occur. Occupations are taken as independent, so the probabilities of finding the required pairs are $x_1(1-x_2)$ and $x_2(1-x_1)$.

In this model an exchange needs an activation energy $E_B$ from the surroundings of the B atom and $E_A$ from those of the A atom, each supplied at the temperature of the plane where that atom starts. Replacing A by B on a plane of composition $x$ costs the mixing energy

$$
\psi(x)=\frac{d}{dx}[\Omega x(1-x)]=\Omega(1-2x).
$$

Moving B from plane 1 to plane 2 therefore changes the energy by $\delta\psi=\psi(x_2)-\psi(x_1)$. Half of this change is added to the forward barrier and half subtracted from the reverse one, so the isothermal rates have the ratio $e^{-\delta\psi/kT}$ required by detailed balance. With an attempt frequency $\nu$,

$$
\ln\frac{w_{12}}{\nu}=-\frac{E_B}{kT_1}-\frac{E_A}{kT_2}-\frac{\delta\psi}{2kT},\qquad
\ln\frac{w_{21}}{\nu}=-\frac{E_B}{kT_2}-\frac{E_A}{kT_1}+\frac{\delta\psi}{2kT}.
$$

Let $x$ and $T$ be the midpoint values, with $x_{1,2}=x\mp\delta x/2$ and $T_{1,2}=T\mp\delta T/2$. To first order $1/T_{1,2}=1/T\pm\delta T/(2T^2)$. Writing $w_0=\nu e^{-(E_A+E_B)/kT}$, the rates become

$$
w_{12}=w_0(1-s),\qquad w_{21}=w_0(1+s),\qquad
s=\frac{(E_B-E_A)\delta T}{2kT^2}+\frac{\delta\psi}{2kT}.
$$

The pair probabilities, also to first order, are

$$
x_1(1-x_2)=x(1-x)-\frac{\delta x}{2},\qquad
x_2(1-x_1)=x(1-x)+\frac{\delta x}{2},
$$

because $(1-x)\delta x/2+x\,\delta x/2=\delta x/2$. The flux is $b$ times the difference between forward and reverse events:

$$
J=b\left[x_1(1-x_2)w_{12}-x_2(1-x_1)w_{21}\right]
=-bw_0\left[\delta x+2x(1-x)s\right].
$$

Now $\delta\psi=-2\Omega\,\delta x$, so

$$
J=-bw_0\left\{\left[1-\frac{2\Omega x(1-x)}{kT}\right]\delta x
+x(1-x)\frac{E_B-E_A}{kT^2}\,\delta T\right\}.
$$

With $\delta x=b\nabla x$ and $\delta T=b\nabla T$, comparison with (2) gives

$$
D_0=b^2w_0,\qquad D=D_0\left[1-\frac{2\Omega x(1-x)}{kT}\right],\qquad
D_T=D_0\frac{E_B-E_A}{kT^2}. \tag{10}
$$

At $x=1/2$ the bracket is $1-\Omega/(2kT)=(T-T_c)/T$. Dividing $D_T$ by $D$ again gives (1), now with $Q^*=E_B-E_A$. If B needs more of the activation energy on its own side, B atoms leave the hot plane more readily, and B drifts towards the cold end. As $T_c$ is approached, the energetic preference of B for B-rich planes cancels the ordinary random flux down the composition gradient. The thermal bias of the jumps is not cancelled.

## What each derivation assumes

The first derivation assumes local equilibrium and linear response but specifies no jump mechanism. For another free energy, its result $D\propto g''$ still holds. It does not predict $Q^*$ or $M$, and their regular behaviour at $T_c$ has to be supplied.

The second derivation assumes direct exchange, independent occupations and a particular division of the activation energy. In return it gives $D_0$ and $Q^*$, and both are regular at $T_c$ because $w_0$ contains no collective property. Real substitutional alloys usually diffuse through vacancies, so $Q^*=E_B-E_A$ belongs to this exchange model. Equation (1) does not depend on that identification.

Both derivations use random mixing, and both need small gradients. Their agreement therefore does not test mean-field theory itself.

## A worked foil

Take round parameters in the rough regime of a substitutional metal alloy with a miscibility gap: $T_c=1000$ K, $Q^*=0.20$ eV, and $D_0=1.00\times10^{-10}$ cm²/s at $T_c$ with an activation energy of 2.0 eV. A closed foil 10 µm thick has 1.0 K across it. In the exchange model these energies correspond to $E_B=1.1$ eV and $E_A=0.9$ eV. The stated $D_0$ would then need an attempt frequency of $2$ to $3\times10^{15}$ s⁻¹ for a plane spacing near 0.2 nm, a few hundred times a typical phonon frequency, so direct exchange is only an illustration here. $S_T$ does not depend on that frequency.

The limiting amplitude is $Q^*/(kT_c)=2.321$. Equation (9) then reads

$$
S_T=\frac{2.321}{(T/T_c)(T-T_c)}.
$$

At 1100 K this is $2.321/(1.1\times100\ \mathrm{K})=0.0211$ K⁻¹. With $\Omega=0$ and the same $Q^*$ it would be 0.00192 K⁻¹; the factor of 11 between them is $1/\Phi=1100/100$. At 1010 K, $S_T=0.230$ K⁻¹, and at 1001 K it is 2.32 K⁻¹.

Between 1100 and 1001 K, $D_T$ falls from $1.58\times10^{-12}$ to $2.37\times10^{-13}$ cm²/(s K), a factor of 6.7. This is thermal activation, partly offset by the factor $1/T^2$, and $D_T$ tends to $2.32\times10^{-13}$ cm²/(s K) at $T_c$. Over the same interval $D$ falls from $7.50\times10^{-11}$ to $1.02\times10^{-13}$ cm²/s, a factor of about 730. The ratio of the two factors is the 110-fold rise of $S_T$.

As a numerical test, the foil was divided into 40 layers with fluxes computed from (7), using differences of $\mu$ rather than $D$ or $S_T$. With 0.001 K across it, its steady composition profile gave $S_T=2.3183$ K⁻¹ at 1001 K, against 2.3186 K⁻¹ from (9). Between 1 and 2 K above $T_c$ the logarithmic slope was $-1.001$.

The approach to the steady state also slows down. For a small temperature difference $D$ is nearly uniform, and a composition disturbance $u$ obeys $\partial u/\partial t=D\,\partial^2u/\partial z^2$. With no flux through faces at $z=0$ and $z=h$, the slowest mode is $\cos(\pi z/h)$, which decays in the time

$$
\tau=\frac{h^2}{\pi^2D}.
$$

For this thickness, and a temperature difference small enough for the linear law to hold, $\tau$ is $1.35\times10^3$ s at 1100 K, $8.1\times10^4$ s at 1010 K and $9.9\times10^5$ s at 1001 K. A measurement stopped too early would miss most of the growth in the steady composition difference.

## Finite gradients remove the infinity

Equation (1) describes the response to a vanishingly small gradient. For a finite one, set $u=x-1/2$. Then $x(1-x)=(1-4u^2)/4$, and expanding (5) gives

$$
g''\simeq4k(T-T_c)+16kTu^2. \tag{11}
$$

The linear result needs the second term to be small, that is, $4u^2\ll(T-T_c)/T$.

Zero flux in (7) means $g''\,du=-(Q^*/T)\,dT$. Suppose that the middle of the foil is at $T_c$ and $x=1/2$. To leading order the term in $u^2$ dominates (11), because the solution has $|T-T_c|\propto|u|^3$. Integrating from the middle,

$$
\frac{16}{3}kT_cu^3=-\frac{Q^*}{T_c}(T-T_c).
$$

At either face $|T-T_c|=\Delta T/2$. Solving for $|u|$ and doubling gives the composition difference across the foil:

$$
|\Delta x|=2\left(\frac{3|Q^*|\Delta T}{32kT_c^2}\right)^{1/3}. \tag{12}
$$

It is finite and grows as the cube root of $\Delta T$. Here $Q^*/(kT_c^2)=0.002321$ K⁻¹, so $|\Delta x|=2(3\times0.002321/32)^{1/3}=0.120$. Integration with the full $g''$ also gives 0.120.

The cold half of this foil is below $T_c$ but remains in one phase. Near $T_c$ the coexisting compositions satisfy $u_b^2\simeq\tfrac34(T_c-T)/T_c$. At the cold face, 0.5 K below $T_c$, this gives $|u_b|=0.019$, whereas the profile has $|u|=0.060$, outside the gap. Towards the middle $|u|$ falls as $(T_c-T)^{1/3}$ and $|u_b|$ falls faster, as $(T_c-T)^{1/2}$. The energy cost of a steep composition gradient is left out here. For the interaction range of 0.60 nm used below, it smooths the profile only within a few tens of nanometres of the middle and leaves the total difference at 0.120.

With the foil centred above $T_c$, the linear estimate is $|\Delta x|=S_T\Delta T/4$. At 1100 K it agrees with the full integration at 0.0053. At 1010 K it gives 0.057 against 0.053, an excess of 9% over the full value. At 1001 K it gives 0.58 against 0.11, so the linear law fails there for a difference of 1 K, although $S_T$ itself is correctly defined by a smaller one.

## Cooling away from the critical composition

For $x\ne1/2$, phase separation becomes favourable before $g''$ vanishes. The free energy (4) is symmetric about $x=1/2$, so the common tangent of the two coexisting phases is horizontal. Setting $\mu=0$ and using $\Omega=2kT_c$ gives the binodal temperature

$$
T_b=\frac{2T_c(1-2x)}{\ln[(1-x)/x]},
$$

while the stability limit is $T_s=4x(1-x)T_c$. At $x=0.4$ these are 986.5 K and 960 K. From (8), $T\Phi=T-T_s$, so at the binodal

$$
S_T=\frac{Q^*}{kT_b(T_b-T_s)}
=\frac{2.321\times1000\ \mathrm{K}}{986.5\ \mathrm{K}\times26.5\ \mathrm{K}}
=0.089\ \mathrm{K}^{-1}.
$$

This is large but finite. Further growth on cooling would require the metastable single phase to survive below $T_b$.

## Strain, fluctuations and real alloys

In a solid, a composition gradient also strains the lattice. Let $\eta$ be the fractional change of lattice spacing per unit change of $x$. If the foil is coherent and held flat, each layer has elastic in-plane strain $-\eta u$ in both directions and is free along its normal. With biaxial modulus $Y$, the stress has magnitude $Y\eta|u|$, and the energy per atom of volume $v$ is $vY\eta^2u^2$. This adds $2vY\eta^2$ to $g''$:

$$
4k(T-T_c)+2vY\eta^2=4k(T-T_c+\theta),\qquad
\theta=\frac{vY\eta^2}{2k}. \tag{13}
$$

Thermal strain is left out. For $v=0.015$ nm³, $Y=100$ GPa and $\eta=0.01$, $\theta=5.4$ K. The Soret coefficient at 1100 K falls by 5%, from 0.0211 to 0.0200 K⁻¹. At 1010 K it falls by 35%, from 0.230 to 0.149 K⁻¹. The finite-gradient results change too: with 1 K across the flat foil, strain lowers the composition difference from 0.120 to 0.078 when the centre is at $T_c$, and from 0.11 to 0.07 when it is at 1001 K. For composition varying only through the thickness, the divergence moves down to $T_c-\theta$. Long composition waves in the plane of the foil cost less strain energy, because the foil can also relax along the wave. In a wide foil with fixed edges they make the uniform state unstable first, about 1.9 K below $T_c$ for a Poisson ratio of 0.3. If the edges are free, a linear composition profile in the plane costs no strain energy, and the uniform state becomes unstable at $T_c$ itself, though such a profile develops slowly across a wide foil. Reaching $T_c-\theta$ would require all these in-plane changes to be suppressed. If the foil may bend, its curvature can accommodate a linear composition profile and remove this stress, but only while the deflection stays small compared with the thickness. Spherical bending stretches a wide foil, which then bends into a cylinder and keeps up to a fraction $(1-\nu_P)/2$ of the flat-foil strain energy, 35% for a Poisson ratio $\nu_P=0.3$. For this 10 µm foil with $|\Delta x|=0.005$, less than 1% remains at a radius of 1 mm and about a fifth at 3 mm.

Composition fluctuations limit the mean-field result itself. Let $R$ be the root-mean-square range of the pair interactions in a cubic crystal. Averaged over neighbours, $u$ becomes $u+(R^2/6)\nabla^2u$. For a wave of wavenumber $q$, the mixing energy $-\Omega u^2$ becomes $-\Omega u^2(1-q^2R^2/6)$. The free energy per site, divided by $kT$, is therefore $\tfrac12(a+Kq^2)u^2$, with

$$
a=\frac{4(T-T_c)}{T},\qquad K=\frac{\Omega R^2}{3kT}=\frac{2R^2T_c}{3T},\qquad
\xi=\sqrt{\frac Ka}=R\sqrt{\frac{T_c}{6(T-T_c)}},
$$

where $\xi$ is the correlation length. Each mode has variance $1/(a+Kq^2)$. By (11), averaging over fluctuations adds $16\langle u^2\rangle$ to $g''/(kT)$. The part present at $a=0$ is absorbed in a shift of $T_c$. What remains is

$$
-16v\int_0^\infty\frac{q^2dq}{2\pi^2}\left[\frac1{Kq^2}-\frac1{a+Kq^2}\right]
=-\frac{16v}{4\pi K\xi}. \tag{14}
$$

The bracket times $q^2$ is $a/[K(a+Kq^2)]$, whose integral is $\pi/(2K\xi)$. The correction lowers the curvature and so raises $S_T$ at a given distance from the shifted $T_c$. For $R=0.60$ nm its magnitude relative to $a$ is 0.31 at 1100 K and 0.83 at 1010 K. With nearest-neighbour bonds in a face-centred cubic crystal, $R=0.277$ nm and the ratio at 1100 K is 3.2. These figures extend the long-wave form $Kq^2$ to all wavelengths. On a lattice the variance of a mode is $1/[4-4(T_c/T)\gamma(q)]$, where $\gamma(q)$ is the weighted average of $\cos(\mathbf q\cdot\mathbf r)$ over the bonds, and the part absorbed in the shift is its value at $T_c$. Summing this difference over the waves of a face-centred cubic lattice gives smaller ratios at 1100 K: about 0.2 for the longer range and 2.1 for nearest-neighbour bonds. A ratio near or above one signals that the mean-field law has failed; it does not supply a corrected value.

For a real substitutional alloy, the parameters above are rough, and $Q^*$ may have either sign. The gradient of 1 K over 10 µm is steep for a bulk sample. A misfit of 0.01 is small, and since $\theta\propto\eta^2$, a misfit of 0.03 would raise $\theta$ to about 49 K. Random mixing is the least secure assumption. Even with the longer interaction range, fluctuations change the curvature by roughly a fifth at 1100 K, so $S_T$, which varies as the inverse of the curvature, is only a rough estimate there, and the values at 1010 and 1001 K illustrate the mean-field model. The numerical output below lists the values for all three temperatures.

## Values computed for the example and the checks

```
Critical temperature Tc: 1000 K
Mixing energy Omega: 0.1723 eV
Heat of transport Q*: 0.20 eV
Activation energy of D0: 2.0 eV
D0 at Tc: 1.00e-10 cm2/s
D_T at Tc: 2.321e-13 cm2/(s K)
Foil thickness: 10 um
Temperature difference: 1.0 K
Limit of S_T*(T-Tc): 2.3209 (dimensionless)
Log slope of foil S_T, 1 to 2 K above Tc: -1.0013
S_T at 1100 K if Omega = 0: 0.00192 1/K
1100 K, D0: 8.248e-10 cm2/s
1100 K, D: 7.498e-11 cm2/s
1100 K, D_T: 1.582e-12 cm2/(s K)
1100 K, S_T formula: 0.02110 1/K
1100 K, S_T from foil: 0.02110 1/K
1100 K, relaxation time: 1.351e+03 s
1100 K, linear |dx|: 0.00527
1100 K, full |dx|: 0.00527
1010 K, D0: 1.258e-10 cm2/s
1010 K, D: 1.246e-12 cm2/s
1010 K, D_T: 2.863e-13 cm2/(s K)
1010 K, S_T formula: 0.22979 1/K
1010 K, S_T from foil: 0.22979 1/K
1010 K, relaxation time: 8.132e+04 s
1010 K, linear |dx|: 0.05745
1010 K, full |dx|: 0.05257
1001 K, D0: 1.023e-10 cm2/s
1001 K, D: 1.022e-13 cm2/s
1001 K, D_T: 2.371e-13 cm2/(s K)
1001 K, S_T formula: 2.31859 1/K
1001 K, S_T from foil: 2.31834 1/K
1001 K, relaxation time: 9.910e+05 s
1001 K, linear |dx|: 0.57965
1001 K, full |dx|: 0.11166
Centre at Tc, full |dx|: 0.11995
Centre at Tc, cubic-law |dx|: 0.12029
x = 0.4, binodal: 986.52 K
x = 0.4, spinodal: 960.00 K
x = 0.4, S_T at binodal: 0.08871 1/K
Atomic volume: 0.015 nm3
Biaxial modulus: 100 GPa
Misfit per unit composition: 0.010
Strain lowers instability by: 5.43 K
1100 K, S_T with strain: 0.02001 1/K
1010 K, S_T with strain: 0.14890 1/K
Interaction range R: 0.60 nm
1100 K, correlation length: 0.775 nm; fluctuation ratio: 0.311
1010 K, correlation length: 2.449 nm; fluctuation ratio: 0.829
Nearest-neighbour distance (fcc): 0.2768 nm
1100 K, fluctuation ratio, nearest-neighbour bonds: 3.164
```
